# PAW forces in a finite homogeneous field from the discretized Berry phase: a program that tests the result

```python
"""
Result under test: in the PAW method the force on atom a in a homogeneous field is
  -dE/dR (fixed orbitals) + Tr[Lambda dS/dR] + Z*field
  + (f*field/(b*nk)) * sum_k Im Tr[ M_k^-1 dM_k/dR ],
where M_k is the PAW overlap between neighbouring k-points (spacing b), and dM/dR
contains the moving projectors and the phase exp(-i b R) that multiplies q_ij(b).
Symbols: f occupation, nk number of k-points, S PAW overlap operator,
Lambda = <psi|H|psi> without field part, Z ion charge, X sum of band centres.
Model: one-dimensional crystal, two atoms per cell, Hartree atomic units.
"""
import numpy as np
from types import SimpleNamespace
from scipy.constants import physical_constants

CELL = 8.0
N_BANDS = 2
OCC = 2.0
G_MAX = 12
RADIUS = 1.2
SIGMA = 0.9
COUPLING = 0.15
FIELD = 1.0e-3
NK = 8
POSITIONS = np.array([0.3, 3.9])
ION_CHARGE = np.array([2.0, 2.0])

g_index = np.arange(-G_MAX, G_MAX + 1)
n_pw = len(g_index)
g_unit = 2 * np.pi / CELL
g_diff = g_unit * (g_index[:, None] - g_index[None, :])
n_grid = 4 * G_MAX + 4
x_grid = np.arange(n_grid) * CELL / n_grid
grid_wave = np.exp(1j * g_unit * np.outer(g_index, x_grid)) / np.sqrt(CELL)
diff_index = (g_index[:, None] - g_index[None, :]) % n_grid

nodes, weights = np.polynomial.legendre.leggauss(80)
y = RADIUS * nodes
wy = RADIUS * weights


def dag(matrix):
    return matrix.conj().swapaxes(-1, -2)


def trace(matrix):
    return np.trace(matrix, axis1=-2, axis2=-1)


def derivative(func, step):
    """Fourth-order central difference at zero."""
    return (8 * (func(step) - func(-step))
            - (func(2 * step) - func(-2 * step))) / (12 * step)


def make_atom(depth, even_amp, odd_amp):
    """Partial waves, dual projectors and on-site matrices by quadrature."""
    t = 1 - (y / RADIUS) ** 2
    bump, dbump = t ** 3, -6 * y / RADIUS ** 2 * t ** 2
    smooth = np.array([np.cos(0.8 * y), np.sin(0.8 * y)])
    dsmooth = np.array([-0.8 * np.sin(0.8 * y), 0.8 * np.cos(0.8 * y)])
    full = smooth + np.array([even_amp * bump, odd_amp * y * bump])
    dfull = dsmooth + np.array([even_amp * dbump, odd_amp * (bump + y * dbump)])
    window = t ** 2
    proj = np.linalg.solve((smooth * window * wy) @ smooth.T, smooth * window)
    pot = -depth * np.exp(-y ** 2 / (2 * SIGMA ** 2))
    onsite = (0.5 * ((dfull * wy) @ dfull.T - (dsmooth * wy) @ dsmooth.T)
              + (full * wy * pot) @ full.T - (smooth * wy * pot) @ smooth.T)

    def q_of(b):
        kernel = wy * np.exp(-1j * b * y)
        return (full * kernel) @ full.T - (smooth * kernel) @ smooth.T

    return SimpleNamespace(depth=depth, smooth=smooth, full=full, proj=proj,
                           onsite=onsite, q_of=q_of)


ATOMS = [make_atom(1.2, 0.4, 0.4), make_atom(1.6, 0.5, 0.6)]


def solve(positions, field, nk):
    """Stationary point of the electric enthalpy on a mesh of nk points."""
    b = g_unit / nk
    kpts = b * np.arange(nk)
    waves = kpts[:, None] + g_unit * g_index[None, :]
    h_fixed = np.zeros((nk, n_pw, n_pw), complex)
    h_fixed[:, np.arange(n_pw), np.arange(n_pw)] = waves ** 2 / 2
    s_op = np.tile(np.eye(n_pw, dtype=complex), (nk, 1, 1))
    plain = np.tile(np.eye(n_pw, dtype=complex), (nk, 1, 1))
    plain[-1] = np.eye(n_pw, k=1)      # last point connects to the first one + G
    link = plain.copy()
    kernel = np.exp(1j * waves[..., None] * y)
    projections, local = [], []
    for atom, pos in zip(ATOMS, positions):
        pr = np.einsum('iy,kgy->kig', atom.proj * wy, kernel)
        pr = pr * np.exp(1j * waves * pos)[:, None, :] / np.sqrt(CELL)
        v = (-atom.depth * SIGMA * np.sqrt(2 * np.pi) / CELL
             * np.exp(-(g_diff * SIGMA) ** 2 / 2 - 1j * g_diff * pos))
        h_fixed += v + dag(pr) @ atom.onsite @ pr
        s_op += dag(pr) @ atom.q_of(0.0) @ pr
        link += (np.exp(-1j * b * pos) * dag(pr) @ atom.q_of(b)
                 @ np.roll(pr, -1, axis=0))
        projections.append(pr)
        local.append(v)
    low_inv = np.linalg.inv(np.linalg.cholesky(s_op))
    h_eff = h_fixed.copy()
    converged = False
    for _ in range(400):
        eps, vec = np.linalg.eigh(low_inv @ h_eff @ dag(low_inv))
        orb = dag(low_inv) @ vec[:, :, :N_BANDS]
        nxt = np.roll(orb, -1, axis=0)
        amp = np.einsum('kgn,gx->knx', orb, grid_wave)
        dens = OCC / nk * np.sum(np.abs(amp) ** 2, axis=(0, 1))
        h_ks = h_fixed + COUPLING * (np.fft.fft(dens) / n_grid)[diff_index]
        m = dag(orb) @ link @ nxt
        m_inv = np.linalg.inv(m)
        forward = link @ nxt @ m_inv
        backward = np.roll(dag(link) @ orb @ dag(m_inv), 1, axis=0)
        grad = 0.5j * field / b * (forward - backward)
        outer = grad @ dag(s_op @ orb)
        h_new = h_ks + outer + dag(outer)
        change = np.max(np.abs(h_new - h_eff))
        if change < 1e-11:
            converged = True
            break
        h_eff = h_eff + 0.7 * (h_new - h_eff)
    assert converged, "self-consistency not reached"
    # The guess only selects the branch of the phase.
    guess = np.sum(positions)
    loop = np.prod(np.linalg.det(m)) * np.exp(1j * g_unit * guess)
    centres = guess - np.angle(loop) / g_unit
    dipole = ION_CHARGE @ positions - OCC * centres
    energy = (OCC / nk * np.sum(trace(dag(orb) @ h_fixed @ orb).real)
              + 0.5 * COUPLING * CELL * np.mean(dens ** 2))
    return SimpleNamespace(
        positions=np.array(positions), field=field, nk=nk, b=b, kpts=kpts,
        waves=waves, plain=plain, projections=projections, local=local,
        orb=orb, nxt=nxt, m=m, m_inv=m_inv, h_ks=h_ks, eps=eps, dipole=dipole,
        energy=energy, enthalpy=energy - field * dipole, centres=centres,
        gap=eps[:, N_BANDS].min() - eps[:, N_BANDS - 1].max())


def forces(s):
    """Force parts; field parts are also kept per unit field (as charges)."""
    lam = dag(s.orb) @ s.h_ks @ s.orb
    out = SimpleNamespace(ks=[], constraint=[], proj_charge=[], phase_charge=[],
                          aug_number=[])
    for atom, pos, pr, v in zip(ATOMS, s.positions, s.projections, s.local):
        dpr = 1j * s.waves[:, None, :] * pr
        c, dc = pr @ s.orb, dpr @ s.orb
        cn, dcn = np.roll(c, -1, axis=0), np.roll(dc, -1, axis=0)
        q0, qb = atom.q_of(0.0), atom.q_of(s.b)
        dh = dag(s.orb) @ (-1j * g_diff * v) @ s.orb
        dh = dh + dag(dc) @ atom.onsite @ c + dag(c) @ atom.onsite @ dc
        ds = dag(dc) @ q0 @ c + dag(c) @ q0 @ dc
        out.ks.append(-OCC / s.nk * np.sum(trace(dh)).real)
        out.constraint.append(OCC / s.nk * np.sum(trace(lam @ ds)).real)
        site = np.exp(-1j * s.b * pos)
        dm_proj = site * (dag(dc) @ qb @ cn + dag(c) @ qb @ dcn)
        dm_phase = -1j * s.b * site * (dag(c) @ qb @ cn)
        pref = OCC / (s.b * s.nk)
        out.proj_charge.append(pref * np.sum(trace(s.m_inv @ dm_proj)).imag)
        out.phase_charge.append(pref * np.sum(trace(s.m_inv @ dm_phase)).imag)
        out.aug_number.append(OCC / s.nk * np.sum(trace(dag(c) @ q0 @ c)).real)
    for name in list(vars(out)):
        setattr(out, name, np.array(getattr(out, name)))
    out.total = (out.ks + out.constraint
                 + s.field * (ION_CHARGE + out.proj_charge + out.phase_charge))
    return out


def moved(atom, shift):
    new = POSITIONS.copy()
    new[atom] += shift
    return new


# PAW overlap against direct quadrature of all-electron functions in a sphere
b_test = g_unit / NK
mix = np.array([[0.7, -0.3], [0.2 + 0.5j, 0.9]])
overlap_error = 0.0
for atom, pos in zip(ATOMS, POSITIONS):
    pseudo = mix @ atom.smooth
    coef = (atom.proj * wy) @ pseudo.T
    true = pseudo + coef.T @ (atom.full - atom.smooth)
    kern = wy * np.exp(-1j * b_test * (y + pos))
    direct = (true.conj() * kern) @ true.T
    paw = ((pseudo.conj() * kern) @ pseudo.T
           + np.exp(-1j * b_test * pos) * dag(coef) @ atom.q_of(b_test) @ coef)
    overlap_error = max(overlap_error, np.max(np.abs(direct - paw)))
assert overlap_error < 1e-11

# Forces in the field against derivatives of the re-minimized enthalpy
zero = solve(POSITIONS, 0.0, NK)
assert zero.gap > 0.02
force_zero = forces(zero)
state = solve(POSITIONS, FIELD, NK)
force = forces(state)
numeric = np.array([
    -derivative(lambda d: solve(moved(a, d), FIELD, NK).enthalpy, 0.005)
    for a in range(2)])
assert np.max(np.abs(numeric - force.total)) < 2e-8
phase_force = FIELD * force.phase_charge
assert np.min(np.abs(numeric - (force.total - phase_force))) > 1e-5

coarse = forces(solve(POSITIONS, FIELD, 5))
coarse_numeric = -derivative(
    lambda d: solve(moved(0, d), FIELD, 5).enthalpy, 0.005)
assert abs(coarse_numeric - coarse.total[0]) < 2e-8

# Multipliers contain no field part although the orbitals feel the field
lam = dag(state.orb) @ state.h_ks @ state.orb
lam_error = max(np.max(np.abs(lam[k] - np.diag(state.eps[k, :N_BANDS])))
                for k in range(NK))
assert lam_error < 1e-9

# Neutral cell: no net force
assert abs(np.sum(force.total)) < 1e-9


# Projectors carrying exp(-ik(x-R)): no explicit phase, same field force
def loop_without_site_phase(atom_moved, shift):
    total = dag(state.orb) @ state.plain @ state.nxt
    for a, atom in enumerate(ATOMS):
        d = shift if a == atom_moved else 0.0
        pos = POSITIONS[a] + d
        c = (state.projections[a] * np.exp(1j * state.waves * d)[:, None, :]
             ) @ state.orb
        left = np.exp(-1j * state.kpts * pos)[:, None, None] * c
        right = (np.exp(-1j * (state.kpts + state.b) * pos)[:, None, None]
                 * np.roll(c, -1, axis=0))
        total = total + dag(left) @ atom.q_of(state.b) @ right
    return np.prod(np.linalg.det(total) / np.linalg.det(state.m))


frozen_charge = np.array([
    OCC / g_unit * derivative(
        lambda d: np.angle(loop_without_site_phase(a, d)), 0.005)
    for a in range(2)])
assert np.max(np.abs(frozen_charge - force.proj_charge
                     - force.phase_charge)) < 1e-6

# Born charges: field derivative of force against displacement derivative of dipole
born_force = derivative(lambda e: forces(solve(POSITIONS, e, NK)).total, 1e-4)
born_dipole = np.array([
    derivative(lambda d: solve(moved(a, d), 0.0, NK).dipole, 0.005)
    for a in range(2)])
assert np.max(np.abs(born_force - born_dipole)) < 1e-5

# Phase force per field tends to minus the augmentation number, error of order b^2
deviation = []
for nk in (16, 32):
    fine = forces(solve(POSITIONS, 0.0, nk))
    deviation.append(fine.phase_charge + fine.aug_number)
ratio = deviation[0] / deviation[1]
assert np.all((ratio > 3.5) & (ratio < 4.5))

hartree_ev = physical_constants['Hartree energy in eV'][0]
bohr_angstrom = physical_constants['Bohr radius'][0] * 1e10
to_ev_angstrom = hartree_ev / bohr_angstrom

print(f"cell length {CELL:.1f} bohr; k-points {NK}; b = {state.b:.6f} 1/bohr")
print(f"plane waves per k-point: {n_pw}; occupied bands: {N_BANDS}")
print(f"positions A, B: {POSITIONS[0]:.2f}, {POSITIONS[1]:.2f} bohr")
print(f"ion charges A, B: {ION_CHARGE[0]:.1f}, {ION_CHARGE[1]:.1f} e")
print(f"well depths A, B: {ATOMS[0].depth:.1f}, {ATOMS[1].depth:.1f} hartree")
print(f"well width {SIGMA:.1f} bohr; sphere radius {RADIUS:.1f} bohr")
print(f"density coupling {COUPLING:.2f} hartree*bohr")
print(f"field {FIELD:.4f} hartree/(e*bohr)")
print(f"zero-field gap on the mesh {zero.gap:.5f} hartree")
for name, atom in zip("AB", ATOMS):
    q0, qb = atom.q_of(0.0), atom.q_of(state.b)
    print(f"{name}: q_11(0) = {q0[0, 0].real:.6f}, q_22(0) = {q0[1, 1].real:.6f}")
    print(f"{name}: q_11(b) = {qb[0, 0].real:.6f}, Im q_12(b) = {qb[0, 1].imag:.6f}")
print(f"largest PAW overlap error against quadrature {overlap_error:.1e}")
print(f"cell dipole without field {zero.dipole:.6f} e*bohr")
print(f"cell dipole in the field {state.dipole:.6f} e*bohr")
print(f"E_KS in the field {state.energy:.8f} hartree")
print(f"enthalpy in the field {state.enthalpy:.8f} hartree")
for a, name in enumerate("AB"):
    print(f"{name}: fixed-orbital E_KS force {force.ks[a]:.8f} hartree/bohr")
    print(f"{name}: constraint force {force.constraint[a]:.8f} hartree/bohr")
    print(f"{name}: ion force {FIELD * ION_CHARGE[a]:.8f} hartree/bohr")
    print(f"{name}: projector field force "
          f"{FIELD * force.proj_charge[a]:.8f} hartree/bohr")
    print(f"{name}: q-phase field force {phase_force[a]:.8f} hartree/bohr")
    print(f"{name}: total force {force.total[a]:.8f} hartree/bohr")
    print(f"{name}: numerical force {numeric[a]:.8f} hartree/bohr")
    print(f"{name}: total force {force.total[a] * to_ev_angstrom:.5f} eV/angstrom")
    print(f"{name}: zero-field force {force_zero.total[a]:.8f} hartree/bohr")
    print(f"{name}: Born charge from force {born_force[a]:.6f} e")
    print(f"{name}: Born charge from dipole {born_dipole[a]:.6f} e")
    print(f"{name}: augmentation electrons in the field {force.aug_number[a]:.6f}")
    print(f"{name}: q-phase force / field {force.phase_charge[a]:.6f} e")
    print(f"{name}: b^2 test, deviation ratio 16 to 32 points {ratio[a]:.4f}")
print(f"sum of total forces {np.sum(force.total):.1e} hartree/bohr")
print(f"5-point mesh, A: analytic force {coarse.total[0]:.8f} hartree/bohr")
print(f"5-point mesh, A: numerical force {coarse_numeric:.8f} hartree/bohr")
print(f"largest field part found in Lambda {lam_error:.1e} hartree")
print("no test failed")
```

It prints:

```
cell length 8.0 bohr; k-points 8; b = 0.098175 1/bohr
plane waves per k-point: 25; occupied bands: 2
positions A, B: 0.30, 3.90 bohr
ion charges A, B: 2.0, 2.0 e
well depths A, B: 1.2, 1.6 hartree
well width 0.9 bohr; sphere radius 1.2 bohr
density coupling 0.15 hartree*bohr
field 0.0010 hartree/(e*bohr)
zero-field gap on the mesh 0.42732 hartree
A: q_11(0) = 0.964647, q_22(0) = 0.120294
A: q_11(b) = 0.963992, Im q_12(b) = -0.012567
B: q_11(0) = 1.246727, q_22(0) = 0.189869
B: q_11(b) = 1.245890, Im q_12(b) = -0.017992
largest PAW overlap error against quadrature 6.3e-16
cell dipole without field -0.083472 e*bohr
cell dipole in the field -0.075718 e*bohr
E_KS in the field -3.32351329 hartree
enthalpy in the field -3.32343757 hartree
A: fixed-orbital E_KS force 0.06085957 hartree/bohr
A: constraint force -0.01317230 hartree/bohr
A: ion force 0.00200000 hartree/bohr
A: projector field force 0.00014669 hartree/bohr
A: q-phase field force -0.00062263 hartree/bohr
A: total force 0.04921133 hartree/bohr
A: numerical force 0.04921133 hartree/bohr
A: total force 2.53055 eV/angstrom
A: zero-field force 0.04942764 hartree/bohr
A: Born charge from force -0.216745 e
A: Born charge from dipole -0.216745 e
A: augmentation electrons in the field 0.620927
A: q-phase force / field -0.622633 e
A: b^2 test, deviation ratio 16 to 32 points 3.9992
B: fixed-orbital E_KS force -0.06126720 hartree/bohr
B: constraint force 0.01057372 hartree/bohr
B: ion force 0.00200000 hartree/bohr
B: projector field force 0.00027760 hartree/bohr
B: q-phase field force -0.00079546 hartree/bohr
B: total force -0.04921133 hartree/bohr
B: numerical force -0.04921133 hartree/bohr
B: total force -2.53055 eV/angstrom
B: zero-field force -0.04942764 hartree/bohr
B: Born charge from force 0.216745 e
B: Born charge from dipole 0.216745 e
B: augmentation electrons in the field 0.794574
B: q-phase force / field -0.795459 e
B: b^2 test, deviation ratio 16 to 32 points 4.0015
sum of total forces 3.9e-14 hartree/bohr
5-point mesh, A: analytic force 0.04921306 hartree/bohr
5-point mesh, A: numerical force 0.04921306 hartree/bohr
largest field part found in Lambda 4.9e-12 hartree
no test failed
```
